\section*{Why Gram-Schmidt on a Hermitian Krylov Sequence Gives Real Three-Term Recurrence}

\section{What has to be kept in memory?}

Suppose the lowest levels of a large Hermitian matrix are wanted, and the matrix is complex because a magnetic field is present. We build an orthonormal basis from repeated products with the matrix and diagonalize the small projected matrix. Before writing the code we must decide two things: whether all earlier basis vectors have to stay in memory so that each new one can be orthogonalized, and whether the small eigenvalue problem needs complex storage.

Orthogonalizing against everything takes $j$ projections at step $j$, hence $k(k+1)/2$ after $k$ steps. If two projections per step suffice, the work grows linearly in $k$ and old vectors can be dropped. For a Hermitian matrix in exact arithmetic two do suffice, and the small matrix is real. These notes find out why, and what breaks it.

The inner product is $\langle x,y\rangle=x^\dagger y$, conjugate-linear in the first argument. Hermiticity, $A^\dagger=A$, then means $\langle x,Ay\rangle=\langle Ax,y\rangle$.

\section{A case small enough for hand work}

Take a complex matrix with no zero off the diagonal, and a complex start vector:
\begin{equation}
A=\begin{pmatrix}1&1+i&2i&-1\\1-i&0&1&2-i\\-2i&1&-1&i\\-1&2+i&-i&2\end{pmatrix},\qquad
b=\begin{pmatrix}1\\i\\0\\1\end{pmatrix}.
\end{equation}
To avoid square roots, leave the orthogonal vectors $w_j$ unnormalized. Start with $w_1=b$, for which $\langle b,b\rangle=3$. The first product is $Ab=(-1+i,\;3-2i,\;0,\;2i)^T$, and
\begin{equation}
\langle b,Ab\rangle=(-1+i)+(-i)(3-2i)+2i=-3 .
\end{equation}
The imaginary parts cancel. Removing the component along $b$, whose coefficient is $-3/3=-1$, gives
\begin{equation}
w_2=Ab+b=(i,\;3-i,\;0,\;1+2i)^T,\qquad \langle w_2,w_2\rangle=1+10+5=16 .
\label{w2}
\end{equation}

Gram-Schmidt on the Krylov sequence would now take $A^2b$. Let us try $Aw_2$ instead. By (\ref{w2}), $Ab=w_2-b$, so
\begin{equation}
A^2b=Aw_2-Ab=Aw_2-w_2+b .
\end{equation}
The two candidates differ by a combination of $b$ and $w_2$, which orthogonalization removes anyway. Both give the same $w_3$, though with different projection coefficients. With $Aw_2=(3+i,\;5+4i,\;3,\;9+4i)^T$,
\begin{align}
\langle b,Aw_2\rangle&=(3+i)-i(5+4i)+(9+4i)=16,\\
\langle w_2,Aw_2\rangle&=(1-3i)+(11+17i)+(17-14i)=29,
\end{align}
and therefore
\begin{equation}
w_3=Aw_2-\tfrac{29}{16}w_2-\tfrac{16}{3}b .
\end{equation}

The third step is the first that could need three projections. The one on the oldest vector is
\begin{equation}
\langle b,Aw_3\rangle=\langle Ab,w_3\rangle=\langle w_2-b,w_3\rangle=0 .
\end{equation}
Hermiticity moved $A$ onto $b$. The vector $Ab$ reaches no further than $w_2$, and $w_3$ is orthogonal to all of that. This is the whole mechanism; it remains to see that it works at every step.

\section{The general step}

Let $A$ be Hermitian of size $n$ and $b\neq0$. Write $K_j$ for the span of $b,Ab,\dots,A^{j-1}b$. Let $m$, the grade, be the largest number for which $b,\dots,A^{m-1}b$ are linearly independent. Gram-Schmidt with positive normalization is
\begin{equation}
w_1=b,\qquad w_{j+1}=A^jb-\sum_{i=1}^{j}q_i\langle q_i,A^jb\rangle,\qquad q_j=\frac{w_j}{\|w_j\|}.
\label{gs}
\end{equation}
The vectors $q_1,\dots,q_j$ span $K_j$ for $j\le m$. Multiplying a member of $K_j$ by $A$ raises each power by one, so $AK_j\subset K_{j+1}$. At $j=m$ the new power $A^mb$ already lies in $K_m$, so $AK_m\subset K_m$.

\paragraph{Replacing the raw power.} Let $P_j$ be the orthogonal projector on $K_j$. Then (\ref{gs}) says $w_{j+1}=(1-P_j)A^jb$. It also says that $w_j$ equals $A^{j-1}b$ minus a vector in $K_{j-1}$. Applying $A$, we find that $Aw_j$ equals $A^jb$ minus a vector in $K_j$, which $1-P_j$ annihilates:
\begin{equation}
(1-P_j)Aw_j=(1-P_j)A^jb=w_{j+1}.
\end{equation}
Dividing by $\|w_j\|$ and using $w_{j+1}=\|w_{j+1}\|q_{j+1}$,
\begin{equation}
(1-P_j)Aq_j=\beta_jq_{j+1},\qquad \beta_j=\frac{\|w_{j+1}\|}{\|w_j\|}>0\quad(j<m).
\label{beta}
\end{equation}
So $Aq_j$ produces the same $q_{j+1}$ as $A^jb$, including its phase. Adding back the part inside $K_j$,
\begin{equation}
Aq_j=\sum_{i=1}^{j}q_i\langle q_i,Aq_j\rangle+\beta_jq_{j+1}.
\label{long}
\end{equation}
Hermiticity has not been used yet. For a general matrix (\ref{long}) is where one stops: the projected matrix has one subdiagonal and a full upper triangle.

\paragraph{Shortening the sum.} Now use $\langle q_i,Aq_j\rangle=\langle Aq_i,q_j\rangle$ and consider three ranges of $i$.
\begin{itemize}
\item For $i\le j-2$, $Aq_i$ lies in $K_{i+1}\subset K_{j-1}$, to which $q_j$ is orthogonal. The coefficient vanishes.
\item For $i=j-1$, equation (\ref{long}) written for $Aq_{j-1}$ contains $q_j$ with coefficient $\beta_{j-1}$. Hence $\langle Aq_{j-1},q_j\rangle=\beta_{j-1}^*=\beta_{j-1}$.
\item For $i=j$, $\alpha_j=\langle q_j,Aq_j\rangle=\langle Aq_j,q_j\rangle=\alpha_j^*$, so $\alpha_j$ is real.
\end{itemize}
What remains is
\begin{equation}
Aq_j=\beta_{j-1}q_{j-1}+\alpha_jq_j+\beta_jq_{j+1},
\label{three}
\end{equation}
without the first term for $j=1$ and without the last for $j=m$. The matrix $T=Q^\dagger AQ$, with the $q_j$ as columns of $Q$, is real, symmetric and tridiagonal.

To compare with the hand calculation, multiply (\ref{three}) by $\|w_j\|$. The last term becomes $\beta_j\|w_j\|q_{j+1}=w_{j+1}$. In the first, $\|w_j\|=\beta_{j-1}\|w_{j-1}\|$, so
\begin{equation}
Aw_j=w_{j+1}+\alpha_jw_j+\beta_{j-1}^2w_{j-1}.
\end{equation}
For $j=2$ this requires $\alpha_2=29/16$ and $\beta_1^2=16/3$. The latter is indeed the ratio of squared norms, $16$ to $3$. The numerical check carries this example to the end in rational arithmetic and finds zero remainder at each step.

The simplest limit is an eigenvector as start, $Ab=\lambda b$. Then $m=1$, $\alpha_1=\lambda$, and there is no $\beta$.

\paragraph{What this means for the code.} One step needs one product with $A$, the two vectors $q_j$ and $q_{j-1}$, the inner product giving $\alpha_j$, and the norm of $Aq_j-\alpha_jq_j-\beta_{j-1}q_{j-1}$, which is $\beta_j$. The eigenvectors obtained from $T$, exact or approximate, are in general combinations of all the $q_j$, so for those the basis must be stored or generated again. The vanishing coefficients rest on exact orthogonality. Rounding violates it slightly at each step, and nothing in (\ref{three}) restores it against older vectors. The error can grow: with a well-separated extreme eigenvalue, overlaps with old vectors can reach order one within a few tens of steps. The result does not promise orthogonality in a floating-point run. A code that needs it must store something more to reorthogonalize against: the old $q_j$, or the approximate eigenvectors that have already converged, along which the loss occurs. Without this, converged levels reappear in $T$ as spurious copies.

\section{Where did the complex numbers go?}

The proof shows that $T$ is real, although the complex entries of $A$ do influence its values. To see how they enter through real numbers only, look at the numbers on which Gram-Schmidt depends. By Hermiticity,
\begin{equation}
\langle A^ib,A^jb\rangle=b^\dagger A^{i+j}b=\mu_{i+j},\qquad \mu_k^*=b^\dagger(A^k)^\dagger b=\mu_k .
\end{equation}
The Krylov vectors are complex, but all their mutual inner products are real. Write $w_{j+1}=A^jb-\sum_{i=0}^{j-1}c_iA^ib$ and demand orthogonality to $A^lb$:
\begin{equation}
\sum_{i=0}^{j-1}\mu_{l+i}\,c_i=\mu_{l+j},\qquad l=0,\dots,j-1 .
\end{equation}
For $j<m$ the matrix on the left is the Gram matrix of independent vectors, hence invertible. It is real, and so is the right side, so the $c_i$ are real. Each $q_j$ is therefore a real polynomial in $A$ applied to $b$, and $\alpha_j$ and $\beta_j$ follow from the real moments alone. This explains the reality of $T$; it is not a way to compute it. The moment matrix and the raw powers become ill-conditioned as $j$ grows, and in double precision both routes can lose all digits within a few tens of steps.

The small example confirms this: once the moments are known, no complex number is needed. Its moments are $\mu_0=3$, $\mu_1=-3$, $\mu_2=19$, $\mu_3=-6$. For $j=1$, $3c_0=-3$, so $w_2=Ab+b$. Then
\begin{align}
\|w_2\|^2&=\mu_2+2\mu_1+\mu_0=19-6+3=16,\\
\alpha_2&=\frac{\mu_3+2\mu_2+\mu_1}{16}=\frac{-6+38-3}{16}=\frac{29}{16}.
\end{align}

There is a physical consequence. Replacing $A$ and $b$ by their complex conjugates replaces each $\mu_k$ by $\mu_k^*=\mu_k$ and leaves $T$ unchanged. If $b$ is real and conjugating $A$ reverses a magnetic field, $T$ cannot tell the two field directions apart.

\paragraph{The phase convention.} Reality of the off-diagonal elements used the positive norm in (\ref{gs}). With $q_j'=e^{i\theta_j}q_j$,
\begin{equation}
\langle q_{j+1}',Aq_j'\rangle=e^{-i\theta_{j+1}}e^{i\theta_j}\langle q_{j+1},Aq_j\rangle=\beta_je^{i(\theta_j-\theta_{j+1})}.
\end{equation}
The phases cancel in $\alpha_j$. The new matrix is $D^\dagger TD$ with $D$ diagonal and unitary, so its eigenvalues are those of $T$. A complex off-diagonal element thus signals a different phase choice, not different physics.

\section{Stopping early and stopping at the grade}

Collect the first $k<m$ vectors in $Q_k$ and the leading block of $T$ in $T_k$. The columns of (\ref{three}) combine to
\begin{equation}
AQ_k=Q_kT_k+\beta_kq_{k+1}e_k^T,
\end{equation}
where $e_k$ is the last unit vector of length $k$. The lowest eigenvalue of $T_k=Q_k^\dagger AQ_k$ is the minimum of $\langle x,Ax\rangle/\langle x,x\rangle$ over $K_k$. Since the spaces are nested, this minimum cannot rise with $k$, and it cannot fall below the lowest eigenvalue of $A$.

At $k=m$ the last term is absent and $AQ_m=Q_mT_m$. If $T_my=\lambda y$, then $A(Q_my)=\lambda(Q_my)$, so each eigenvalue of $T_m$ is an eigenvalue of $A$. To see which ones appear, let $b_\lambda$ be the part of $b$ in the eigenspace of $\lambda$, and let $s$ be the number of distinct eigenvalues with $b_\lambda\neq0$. Then
\begin{equation}
A^kb=\sum_\lambda\lambda^kb_\lambda .
\end{equation}
All Krylov vectors lie in the $s$-dimensional span of the nonzero $b_\lambda$. The first $s$ of them are independent, because their coefficients $\lambda^k$ form a Vandermonde matrix with distinct $\lambda$. Hence $m=s$, and $K_m$ contains one eigenvector, $b_\lambda$, for each level that the start vector overlaps. The eigenvalues of $T_m$ are these $m$ distinct levels, each once. In exact arithmetic, multiplicities in $A$ and levels without overlap are invisible. In floating point, rounding puts small components into the missing directions, so a well-separated hidden level, or a second copy of a degenerate one, can appear in a longer run.

\section{A ring with a magnetic phase}

For a physical test, put one electron on a ring of six sites, numbered 0 to 5, with hopping $t$, energy $u$ on site 3 and total phase $\Phi=6\varphi$ around the ring:
\begin{equation}
H|j\rangle=-te^{i\varphi}|j+1\rangle-te^{-i\varphi}|j-1\rangle+u\,\delta_{j3}|3\rangle .
\end{equation}
Start on site 0 and take $0<\Phi<\pi$. Absorb the phases collected along the two arms into
\begin{equation}
a_1=e^{i\varphi}|1\rangle,\quad a_2=e^{2i\varphi}|2\rangle,\quad c_1=e^{-i\varphi}|5\rangle,\quad c_2=e^{-2i\varphi}|4\rangle .
\end{equation}
Direct substitution gives
\begin{align}
Ha_1&=-t(a_2+|0\rangle), & Ha_2&=-t(a_1+e^{i\Phi/2}|3\rangle),\\
Hc_1&=-t(c_2+|0\rangle), & Hc_2&=-t(c_1+e^{-i\Phi/2}|3\rangle).
\end{align}
The recurrence begins with $H|0\rangle=-t(a_1+c_1)$, so $\beta_1=\sqrt2\,t$ and $q_2=-(a_1+c_1)/\sqrt2$. With $q_3=(a_2+c_2)/\sqrt2$,
\begin{align}
Hq_2&=\sqrt2\,t\,q_1+t\,q_3,\\
Hq_3&=t\,q_2-\sqrt2\,t\cos(\Phi/2)\,|3\rangle .
\end{align}
The cosine is the interference of the two arms at site 3. Thus $q_4=-|3\rangle$ and $\beta_3=\sqrt2\,t\cos(\Phi/2)$.

For the next step use $|2\rangle=e^{-2i\varphi}a_2$ and $|4\rangle=e^{2i\varphi}c_2$, and let $d=(a_2-c_2)/\sqrt2$. Then
\begin{align}
H|3\rangle&=u|3\rangle-t\left(e^{i\Phi/2}c_2+e^{-i\Phi/2}a_2\right)\nonumber\\
&=u|3\rangle-\sqrt2\,t\left[\cos(\Phi/2)\,q_3-i\sin(\Phi/2)\,d\right],
\end{align}
where $a_2=(q_3+d)/\sqrt2$ and $c_2=(q_3-d)/\sqrt2$ were inserted. Changing the overall sign,
\begin{equation}
Hq_4=\beta_3q_3+u\,q_4+\sqrt2\,t\sin(\Phi/2)\,(-i\,d).
\end{equation}
So $\alpha_4=u$, $\beta_4=\sqrt2\,t\sin(\Phi/2)$ and $q_5=-i\,d$. Finally, with $q_6=i(a_1-c_1)/\sqrt2$,
\begin{equation}
Hq_5=\beta_4q_4+t\,q_6,\qquad Hq_6=t\,q_5 .
\end{equation}
In $Hq_6$ the two contributions at site 0 cancel, and the recurrence ends. The imaginary factors sit in the basis vectors; the phase $\Phi$ enters $T$ through a real cosine and a real sine.

Take $t=0.1$ Ry, $u=0.05$ Ry and $\Phi=2\pi/3$. Then $\cos(\Phi/2)=1/2$, $\sin(\Phi/2)=\sqrt3/2$, and
\begin{equation}
(\beta_1,\dots,\beta_5)=(0.1414,\;0.1000,\;0.0707,\;0.1225,\;0.1000)\ \text{Ry}.
\end{equation}
Gram-Schmidt on the raw powers of $H$ gives the same numbers. The raw power still has the long projections: since $H^2q_1=\beta_1^2q_1+\beta_1\beta_2q_3$,
\begin{equation}
\langle q_1,H^4q_1\rangle=\|H^2q_1\|^2=\beta_1^4+\beta_1^2\beta_2^2=6\times10^{-4}\ \text{Ry}^4,
\end{equation}
whereas $\langle q_1,Hq_4\rangle=0$. The short recurrence belongs to $Hq_j$, not to $H^jb$.

The lowest eigenvalue of $T_k$ for $k=1,\dots,6$ is $0$, $-0.1414$, $-0.1732$, $-0.1772$, $-0.1798$ and $-0.1821$ Ry. It descends as it must, and the last value is the lowest level of $H$, $-2.478$ eV.

\paragraph{Two limits of the phase.} At $\Phi=0$ the sine vanishes, $\beta_4=0$, and the grade is 4. The remaining states, $d$ and $(a_1-c_1)/\sqrt2$, have opposite amplitudes on the two arms and none on site 0. They are coupled by $-t$ and have levels $\pm t$. With $u=0.05$ Ry the ring has six distinct levels, of which site 0 sees four. With $u=0$ it has four distinct levels, all seen, because $\pm t$ then also occur among the states reached from site 0. The grade is 4 in both cases because $\beta_4=0$ for any $u$; what stays hidden differs, two levels for $u=0.05$ Ry and two multiplicities for $u=0$.

At $\Phi=\pi$ the arms cancel at site 3, $\beta_3=0$, and the grade is 3. A vanishing $\beta$ therefore means that the start vector is exhausted, not that the spectrum is complete. In exact arithmetic, missing levels need another start vector. In floating point, $\beta$ at the grade falls to rounding size for a small case like this ring, but for a grade of several tens it need not be small, so it is not a reliable stopping signal.

\section{Removing Hermiticity in one element}

As a last trial, double $H_{01}=-te^{-i\varphi}$ and leave $H_{10}$ alone:
\begin{equation}
G=H+H_{01}|0\rangle\langle1| .
\end{equation}
The extra term adds only multiples of $|0\rangle=q_1$ to a product, and Gram-Schmidt removes them. The vectors $q_j$ are unchanged, but the first row of the projected matrix gains $H_{01}\langle1|q_j\rangle$. Site 1 appears in $q_2$ and $q_6$. The second gives
\begin{equation}
\langle q_1,Gq_6\rangle=-te^{-i\varphi}\,\frac{i\,e^{i\varphi}}{\sqrt2}=-\frac{it}{\sqrt2},\qquad \left|\langle q_1,Gq_6\rangle\right|=0.0707\ \text{Ry}.
\end{equation}
An imaginary element now stands in the far corner, of size $t/\sqrt2$ for every $0<\Phi<\pi$. The argument that removed it fails because $\langle q_1,Gq_6\rangle=\langle G^\dagger q_1,q_6\rangle$, and $G^\dagger q_1$, unlike $Gq_1$, does not lie in $K_2$.

Hermiticity is sufficient for a short recurrence, not necessary. Multiplying (\ref{three}) by $i$ gives three terms for the non-Hermitian matrix $iA$. Gram-Schmidt with positive normalization gives it the basis $q_j'=i^{j-1}q_j$, in which $iAq_j'=-\beta_{j-1}q_{j-1}'+i\alpha_jq_j'+\beta_jq_{j+1}'$: still three terms, but with an imaginary diagonal and opposite signs above and below it. For a general matrix nothing removes the older coefficients, so a code that builds this orthonormal basis must keep the full sum (\ref{long}) and the vectors in it.

\section*{Computed values}
\begin{verbatim}
EXACT 4x4 EXAMPLE (dimensionless)
grade: 4
w_2 = [I, 3 - I, 0, 1 + 2*I]
w_3 = [-7/3 - 13*I/16, -7/16 + 23*I/48, 3, 89/48 + 3*I/8]
squared norms of w_1, w_2, w_3: 3 16 917/48
alpha_1, alpha_2 = -1 , 29/16
beta_1^2, beta_2^2 = 16/3 , 917/768
all alpha: -1.000000  1.812500  -0.079676  1.267176
all beta: 2.309401  1.092708  2.742998
moments mu_0 to mu_4: 3 -3 19 -6 150
RING EXAMPLE
t = 0.100 Ry, u = 0.050 Ry, Phi = 2.094395 rad
H_10 = -0.093969 -0.034202 i Ry
alpha_1 to alpha_6 (Ry): 0.000000  0.000000  0.000000  0.050000  0.000000  0.000000
beta_1 to beta_5 (Ry): 0.141421  0.100000  0.070711  0.122474  0.100000
beta from interference formula (Ry): 0.141421  0.100000  0.070711  0.122474  0.100000
largest |T_ij| outside three diagonals: 1.5e-17 Ry
largest imaginary part in T: 8.1e-17 Ry
<q_1, H^4 b> = 6.000000e-04 Ry^4
|<q_1, H q_4>| = 0.0e+00 Ry
eigenvalues of H (Ry): -0.182114  -0.144726  -0.027165  0.043513  0.160492  0.200000
eigenvalues of T (Ry): -0.182114  -0.144726  -0.027165  0.043513  0.160492  0.200000
lowest eigenvalue of T_1: 0.000000 Ry
lowest eigenvalue of T_2: -0.141421 Ry
lowest eigenvalue of T_3: -0.173205 Ry
lowest eigenvalue of T_4: -0.177249 Ry
lowest eigenvalue of T_5: -0.179843 Ry
lowest eigenvalue of T_6: -0.182114 Ry
lowest eigenvalue of H: -2.47778 eV
with q_2 multiplied by i: T_21 = 0.000000 -0.141421 i Ry
TERMINATION (start on site 0)
Phi/pi = 0.6667, u = 0.05 Ry: distinct levels 6, overlapping 6, grade 6
Phi/pi = 0.0000, u = 0.05 Ry: distinct levels 6, overlapping 4, grade 4
Phi/pi = 0.0000, u = 0.00 Ry: distinct levels 4, overlapping 4, grade 4
Phi/pi = 1.0000, u = 0.05 Ry: distinct levels 6, overlapping 3, grade 3
NON-HERMITIAN CONTRAST (H_01 doubled)
|T_16| = 0.070711 Ry, t/sqrt(2) = 0.070711 Ry
\end{verbatim}
